**Eshelby twist of a free circular wire: numerical and symbolic tests**

An isotropic elastic wire of radius $R$ with a screw dislocation on its axis twists at the rate $\alpha=-b/(\pi R^2)$ away from its free ends. Here $b$ is the Burgers displacement, defined by $u_z=b\theta/(2\pi)$, and $\alpha$ is the rotation of the sections per unit length along $+z$. The program differentiates the three-dimensional displacement symbolically and asserts equilibrium, a traction-free side, zero net force on a section and the twist rate that removes the torque. It also asserts the closure failure around an off-centre circuit, the reversal of the surface stress, and the twist and energy release of a tube, found by minimizing an energy integral. A finite-volume solution of a wire with free ends, which does not assume uniform twist, tests the interior twist rate, the decay of the end layer and the rate at the rim. For $b=0.5$ nm, $R=10$ nm and a shear modulus of 50 GPa, the output gives $\alpha=-1.592\times10^{-3}$ rad/nm, or $-91.2$ degrees per micrometre. The end layer decays over about 1.95 nm, and a core radius of 0.5 nm lowers the magnitude of the twist by 0.25%.

## Check in Python

```python
# Result under test: a free circular wire of radius R with a screw dislocation
# on its axis twists, away from its ends, at the rate alpha = -b/(pi R^2).
# Symbols: b = Burgers displacement, u_z = b*theta/(2 pi), theta anticlockwise;
# alpha = rotation of the sections per length along +z; mu = shear modulus;
# r0 = inner radius of a tube whose core is removed; psi = u_theta/r.
# Isotropic linear elasticity. Units: nm, GPa, nN (1 GPa nm^2 = 1 nN).
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import jn_zeros

b, R, mu, r0 = 0.5, 10.0, 50.0, 0.5

# --- Symbolic field: stresses by differentiation of the displacement ---
x, y, z, al, th = sp.symbols("x y z alpha theta", real=True)
bs, Rs, ms, lam, r = sp.symbols("b R mu lambda r", positive=True)
X = (x, y, z)
u = (-al * y * z, al * x * z, bs * sp.atan2(y, x) / (2 * sp.pi))
grad = sp.Matrix(3, 3, lambda i, j: sp.diff(u[i], X[j]))
strain = (grad + grad.T) / 2
stress = (2 * ms * strain + lam * strain.trace() * sp.eye(3)).applyfunc(sp.simplify)
for i in range(3):
    assert sp.simplify(sum(sp.diff(stress[i, j], X[j]) for j in range(3))) == 0
    assert sp.simplify(stress[i, 0] * x + stress[i, 1] * y) == 0
assert stress[2, 2] == 0

polar = {x: r * sp.cos(th), y: r * sp.sin(th)}


def section_integral(expr):
    integrand = sp.expand(sp.simplify(expr.subs(polar)) * r)
    inner = sp.integrate(integrand, (th, 0, 2 * sp.pi))
    return sp.simplify(sp.integrate(sp.expand(inner), (r, 0, Rs)))


assert section_integral(stress[0, 2]) == 0
assert section_integral(stress[1, 2]) == 0
torque = section_integral(x * stress[1, 2] - y * stress[0, 2])
torque_disl = torque.subs(al, 0)
stiffness = sp.diff(torque, al)
assert sp.simplify(torque_disl - ms * bs * Rs**2 / 2) == 0
assert sp.simplify(stiffness - sp.pi * ms * Rs**4 / 2) == 0
alpha_sym = sp.solve(torque, al)[0]
assert sp.simplify(alpha_sym + bs / (sp.pi * Rs**2)) == 0
values = {bs: b, Rs: R, ms: mu}
alpha = float(alpha_sym.subs(values))

# --- Closure failure around an off-centre ellipse at fixed height ---
slope = sp.lambdify((x, y), [grad[2, 0].subs(bs, b), grad[2, 1].subs(bs, b)])


def circuit(t):
    px, py = 1.0 + 4.0 * np.cos(t), -0.5 + 2.0 * np.sin(t)
    gx, gy = slope(px, py)
    return gx * (-4.0 * np.sin(t)) + gy * (2.0 * np.cos(t))


closure = quad(circuit, 0, 2 * np.pi, epsabs=1e-11)[0]
assert abs(closure - b) < 1e-8

# --- Remaining shear stress along the x axis, where theta-z is y-z ---
shear = sp.lambdify((x, al), stress[1, 2].subs(y, 0).subs(values))
r_zero = brentq(lambda s: shear(s, alpha), 0.1 * R, R)
assert abs(r_zero - R / np.sqrt(2)) < 1e-8
assert abs(shear(R, alpha) + shear(R, 0.0)) < 1e-10

# --- Energy per length of a tube: minimum found numerically ---


def energy(a, inner=r0):
    def density(s):
        return np.pi * mu * (b / (2 * np.pi * s) + a * s) ** 2 * s
    return quad(density, inner, R, epsabs=1e-12, epsrel=1e-12, limit=200)[0]


best = minimize_scalar(energy, bracket=(-0.01, 0.0))
alpha_tube = -b / (np.pi * (R**2 + r0**2))
assert abs(best.x / alpha_tube - 1) < 1e-5
W_straight, W_twisted = energy(0.0), best.fun
release_tube = mu * b**2 / (4 * np.pi) * (R**2 - r0**2) / (R**2 + r0**2)
assert abs((W_straight - W_twisted) / release_tube - 1) < 1e-8
release_limit = mu * b**2 / (4 * np.pi)
thin = 1e-3 * R
release_thin = energy(0.0, thin) - energy(alpha, thin)
assert abs(release_thin / release_limit - 1) < 1e-5

# --- Complete finite wire with free ends; uniform twist is not assumed ---
# Minimize the elastic energy over psi(r, z) by finite volumes.
n_r, length_over_R = 50, 8
h = R / n_r
n_z = length_over_R * n_r + 1
edge = np.linspace(0, R, n_r + 1)
cell_r3 = np.diff(edge**4) / 4
cell_r1 = np.diff(edge**2) / 2


def chain(weights):
    diagonal = np.r_[weights, 0.0] + np.r_[0.0, weights]
    return diags([-weights, diagonal, -weights], [-1, 0, 1])


width_z = np.full(n_z, h)
width_z[[0, -1]] = h / 2
K = (kron(diags(cell_r3), chain(np.full(n_z - 1, 1 / h)))
     + kron(chain(edge[1:-1] ** 3 / h), diags(width_z))).tocsr()
ends = np.zeros(n_z)
ends[0], ends[-1] = -1.0, 1.0
load = -b / (2 * np.pi) * np.kron(cell_r1, ends)
pinned = (n_r - 1) * n_z + n_z // 2   # removes the free rigid rotation
keep = np.delete(np.arange(n_r * n_z), pinned)
psi = np.zeros(n_r * n_z)
psi[keep] = spsolve(K[keep][:, keep].tocsc(), load[keep])
rate = np.diff(psi.reshape(n_r, n_z)[-1]) / h   # outermost ring
depth = (np.arange(n_z - 1) + 0.5) * h
alpha_mid = rate[(n_z - 1) // 2]
assert abs(alpha_mid / alpha - 1) < 1e-5

i1, i2 = 3 * n_r // 2, 2 * n_r
decay = np.log((rate[i1] - alpha_mid) / (rate[i2] - alpha_mid))
decay_R = decay / (depth[i2] - depth[i1]) * R
bessel_root = jn_zeros(2, 1)[0]
assert abs(decay_R / bessel_root - 1) < 0.01   # grid and higher modes
ring = R - h / 2
end_ratio = (1.5 * rate[0] - 0.5 * rate[1]) / alpha_mid
assert abs(end_ratio - R**2 / (2 * ring**2)) < 0.02   # extrapolation error

# --- Worked example ---
deg_um = 1000 / constants.degree
eV_nm = 1e-18 / constants.e   # nN to eV/nm
print(f"Burgers displacement b = {b:.2f} nm")
print(f"wire radius R = {R:.1f} nm")
print(f"shear modulus mu = {mu:.1f} GPa")
print(f"core radius r0 = {r0:.2f} nm")
print(f"closure failure from circuit = {closure:.6f} nm")
print(f"dislocation torque = {float(torque_disl.subs(values)):.2f} nN nm")
print(f"torsional stiffness = {float(stiffness.subs(values)):.1f} nN nm^2")
print(f"twist rate alpha = {alpha:.6e} rad/nm")
print(f"twist rate alpha, converted = {alpha * deg_um:.3f} degree/um")
print(f"length per full turn = {2 * np.pi / abs(alpha):.1f} nm")
print(f"surface twist strain |alpha| R = {abs(alpha) * R:.6f} (no unit)")
print(f"surface stress before twist = {shear(R, 0.0):.5f} GPa")
print(f"surface stress after twist = {shear(R, alpha):.5f} GPa")
print(f"stress-free radius = {r_zero:.4f} nm")
print(f"tube twist from formula = {alpha_tube:.6e} rad/nm")
print(f"tube twist from energy minimum = {best.x:.6e} rad/nm")
print(f"relative core correction = {alpha_tube / alpha - 1:.6f} (no unit)")
print(f"tube energy, untwisted = {W_straight * eV_nm:.4f} eV/nm")
print(f"tube energy, twisted = {W_twisted * eV_nm:.4f} eV/nm")
print(f"tube energy released = {(W_straight - W_twisted) * eV_nm:.4f} eV/nm")
print(f"thin-core limit of release = {release_limit * eV_nm:.4f} eV/nm")
print(f"finite wire: length = {length_over_R * R:.1f} nm")
print(f"finite wire: grid spacing = {h:.2f} nm")
print(f"finite wire: twist rate at middle = {alpha_mid:.6e} rad/nm")
print(f"finite wire: decay constant k R = {decay_R:.4f} (no unit)")
print(f"first positive zero of J2 = {bessel_root:.4f} (no unit)")
print(f"end-layer decay length R/(kR) = {R / bessel_root:.4f} nm")
print(f"outer ring radius = {ring:.2f} nm")
print(f"outer ring, rate at end / middle = {end_ratio:.4f} (no unit)")
for k in (n_r // 4, n_r // 2, n_r):
    print(f"outer ring, depth {depth[k]:.2f} nm: rate / middle = "
          f"{rate[k] / alpha_mid:.5f}")
for radius in (5.0, 10.0, 20.0, 40.0):
    a = float(alpha_sym.subs({bs: b, Rs: radius}))
    print(f"R = {radius:.1f} nm: twist rate = {a:.4e} rad/nm")
print("success")
```

It prints:

```
Burgers displacement b = 0.50 nm
wire radius R = 10.0 nm
shear modulus mu = 50.0 GPa
core radius r0 = 0.50 nm
closure failure from circuit = 0.500000 nm
dislocation torque = 1250.00 nN nm
torsional stiffness = 785398.2 nN nm^2
twist rate alpha = -1.591549e-03 rad/nm
twist rate alpha, converted = -91.189 degree/um
length per full turn = 3947.8 nm
surface twist strain |alpha| R = 0.015915 (no unit)
surface stress before twist = 0.39789 GPa
surface stress after twist = -0.39789 GPa
stress-free radius = 7.0711 nm
tube twist from formula = -1.587580e-03 rad/nm
tube twist from energy minimum = -1.587580e-03 rad/nm
relative core correction = -0.002494 (no unit)
tube energy, untwisted = 18.5991 eV/nm
tube energy, twisted = 12.4216 eV/nm
tube energy released = 6.1776 eV/nm
thin-core limit of release = 6.2085 eV/nm
finite wire: length = 80.0 nm
finite wire: grid spacing = 0.20 nm
finite wire: twist rate at middle = -1.591549e-03 rad/nm
finite wire: decay constant k R = 5.1240 (no unit)
first positive zero of J2 = 5.1356 (no unit)
end-layer decay length R/(kR) = 1.9472 nm
outer ring radius = 9.90 nm
outer ring, rate at end / middle = 0.5168 (no unit)
outer ring, depth 2.50 nm: rate / middle = 0.85474
outer ring, depth 5.10 nm: rate / middle = 0.95745
outer ring, depth 10.10 nm: rate / middle = 0.99645
R = 5.0 nm: twist rate = -6.3662e-03 rad/nm
R = 10.0 nm: twist rate = -1.5915e-03 rad/nm
R = 20.0 nm: twist rate = -3.9789e-04 rad/nm
R = 40.0 nm: twist rate = -9.9472e-05 rad/nm
success
```
